**Bruggeman index of a half-void oxide layer**

The program solves the Bruggeman equation \(\sum_i f_i(\varepsilon_i-e)/(\varepsilon_i+2e)=0\), where \(f_i\) are volume fractions, \(\varepsilon_i\) the relative permittivities of void and oxide, and \(e\) the effective relative permittivity. For equal fractions and an oxide index of 1.65 it finds \(e=1.7214\) and an effective index of 1.312. It asserts that the closed form agrees with a root search, also for oxide indices 1.2, 2.0 and 3.5. It asserts that the field inside spheres and columns, found by integrating the radial potential equation, agrees with the derived formulas. Random cubic capacitor networks give 1.7225 with a standard error of 0.0009, and the program asserts agreement with the Bruggeman value within 0.5 %. Further assertions cover the formulas for columns and plates, and the quadratic growth of the wavelength correction in a layered stack. The output also shows how the index changes with void fraction, oxide index and grain shape.

## Check in Python

```python
# Result under test: a mixture of half void and half oxide of index 1.65
# has effective index about 1.31 in the Bruggeman approximation:
#   sum_i f_i (e_i - e) / (e_i + 2 e) = 0,
# f_i: volume fraction, e_i: relative permittivity of part i,
# e: effective relative permittivity, index = sqrt(e).
# dim = 3: spheres; dim = 2: columns across the field; dim = 1: plates
# crossed by the field. The factor 2 then becomes dim - 1.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

index_oxide = 1.65
void_fraction = 0.5
wavelength_nm = 633.0
rough_nm = 2.0
eps_oxide = index_oxide**2


def bruggeman_root(eps_o, f_void, dim=3):
    """Solve the mean-polarization condition by root search."""
    def mean_polarization(e):
        return (f_void * (1 - e) / (1 + (dim - 1) * e)
                + (1 - f_void) * (eps_o - e) / (eps_o + (dim - 1) * e))
    return brentq(mean_polarization, 1.0, eps_o, xtol=1e-13)


def inner_field_numeric(eps_in, eps_out, dim):
    """Inner field / distant field for a grain of radius 1.

    The potential is u(r) cos(theta); w = r^(dim-1) eps du/dr is
    continuous at the grain boundary.
    """
    state = None
    for start, stop, eps in ((0.01, 1.0, eps_in), (1.0, 4.0, eps_out)):
        if state is None:
            state = [start, start**(dim - 1) * eps]

        def slope(r, y, eps=eps):
            return [y[1] / (eps * r**(dim - 1)),
                    (dim - 1) * r**(dim - 3) * eps * y[0]]
        sol = solve_ivp(slope, (start, stop), state,
                        rtol=1e-10, atol=1e-13)
        assert sol.success
        state = sol.y[:, -1]
        if stop == 1.0:
            inner = state[0]
    radius = 4.0
    du = state[1] / (eps_out * radius**(dim - 1))
    distant = (du + (dim - 1) * state[0] / radius) / dim
    return inner / distant


def network_permittivity(eps_o, size, rng):
    """Effective value of a periodic cubic network of random capacitors."""
    count = size**3
    values = np.where(np.arange(count) < count // 2, 1.0, eps_o)
    bonds = [rng.permutation(values).reshape((size,) * 3)
             for _ in range(3)]

    def apply(phi):
        out = np.zeros_like(phi)
        for axis in range(3):
            flux = bonds[axis] * (np.roll(phi, -1, axis) - phi)
            out += np.roll(flux, 1, axis) - flux
        return out

    residual = bonds[0] - np.roll(bonds[0], 1, 0)
    phi = np.zeros_like(residual)
    direction = residual.copy()
    norm = np.sum(residual**2)
    target = 1e-16 * norm
    for _ in range(1000):
        image = apply(direction)
        step = norm / np.sum(direction * image)
        phi += step * direction
        residual = residual - step * image
        new_norm = np.sum(residual**2)
        if new_norm < target:
            break
        direction = residual + new_norm / norm * direction
        norm = new_norm
    assert new_norm < target
    return np.mean(bonds[0] * (1 + np.roll(phi, -1, 0) - phi))


def stack_index(layer_nm):
    """Index of a wave crossing a periodic void/oxide stack."""
    k0 = 2 * np.pi / wavelength_nm
    total = np.eye(2)
    for n in (1.0, index_oxide):
        phase = n * k0 * layer_nm
        total = np.array([[np.cos(phase), np.sin(phase) / n],
                          [-n * np.sin(phase), np.cos(phase)]]) @ total
    return np.arccos(np.trace(total) / 2) / (k0 * 2 * layer_nm)


# Closed form at half filling
linear = 1 + eps_oxide
root_term = np.sqrt(linear**2 + 32 * eps_oxide)
eps_eff = (linear + root_term) / 8
eps_negative = (linear - root_term) / 8
index_eff = np.sqrt(eps_eff)
assert abs(eps_eff - bruggeman_root(eps_oxide, void_fraction)) < 1e-10
assert eps_negative < 0 < eps_eff
assert round(index_eff, 2) == 1.31
for trial_index in (1.2, 2.0, 3.5):
    eo = trial_index**2
    closed = (1 + eo + np.sqrt((1 + eo)**2 + 32 * eo)) / 8
    assert abs(closed - bruggeman_root(eo, 0.5)) < 1e-10

# Field inside a grain, from the differential equation
for dim in (2, 3):
    for eps_in in (1.0, eps_oxide):
        formula = dim * eps_eff / (eps_in + (dim - 1) * eps_eff)
        numeric = inner_field_numeric(eps_in, eps_eff, dim)
        assert abs(numeric - formula) < 1e-7
field_void = inner_field_numeric(1.0, eps_eff, 3)
field_oxide = inner_field_numeric(eps_oxide, eps_eff, 3)
mean_field = (field_void + field_oxide) / 2
mean_displacement = (field_void + eps_oxide * field_oxide) / 2
assert abs(mean_field - 1) < 1e-7
assert abs(mean_displacement - eps_eff) < 1e-7
term_void = (1 - eps_eff) / (1 + 2 * eps_eff)
term_oxide = (eps_oxide - eps_eff) / (eps_oxide + 2 * eps_eff)
assert abs(term_void + term_oxide) < 1e-12

# Random network; tolerance covers sampling and the approximation itself
rng = np.random.default_rng(7)
samples = np.array([network_permittivity(eps_oxide, 16, rng)
                    for _ in range(12)])
eps_network = samples.mean()
network_error = samples.std(ddof=1) / np.sqrt(len(samples))
assert abs(eps_network / eps_eff - 1) < 0.005

# Other grain shapes
eps_columns = bruggeman_root(eps_oxide, 0.5, dim=2)
eps_along = (1 + eps_oxide) / 2
eps_plates = 2 / (1 + 1 / eps_oxide)
assert abs(eps_columns - index_oxide) < 1e-10
assert abs(bruggeman_root(eps_oxide, 0.5, dim=1) - eps_plates) < 1e-10
assert eps_plates < eps_columns < eps_eff < eps_along

# Finite grain size
index_static = np.sqrt(eps_along)
size_shift = stack_index(rough_nm) - index_static
double_shift = stack_index(2 * rough_nm) - index_static
assert abs(double_shift / size_shift - 4) < 0.04
assert abs(size_shift) < 1e-3

print(f"oxide index: {index_oxide:.2f} (no unit)")
print(f"void fraction: {void_fraction:.2f} (no unit)")
print(f"wavelength: {wavelength_nm:.0f} nm")
print(f"roughness thickness: {rough_nm:.1f} nm")
print(f"oxide relative permittivity: {eps_oxide:.4f} (no unit)")
print(f"1 + oxide permittivity: {linear:.4f} (no unit)")
print(f"square root in the solution: {root_term:.4f} (no unit)")
print(f"positive root, effective permittivity: {eps_eff:.4f} (no unit)")
print(f"negative root: {eps_negative:.4f} (no unit)")
print(f"effective index: {index_eff:.4f} (no unit)")
print(f"void term of Bruggeman sum, before f: {term_void:.4f} (no unit)")
print(f"oxide term of Bruggeman sum, before f: {term_oxide:.4f} (no unit)")
print(f"field in void / distant field: {field_void:.4f} (no unit)")
print(f"field in oxide / distant field: {field_oxide:.4f} (no unit)")
print(f"mean inner field / distant field: {mean_field:.4f} (no unit)")
print(f"random network permittivity: {eps_network:.4f} (no unit)")
print(f"standard error of network value: {network_error:.4f} (no unit)")
print(f"network index: {np.sqrt(eps_network):.4f} (no unit)")
solid_nm = (1 - void_fraction) * rough_nm
print(f"solid oxide with same material: {solid_nm:.2f} nm")
print(f"plain mean of the indices: {(1 + index_oxide) / 2:.4f} (no unit)")
for f_void in (0.4, 0.6):
    value = np.sqrt(bruggeman_root(eps_oxide, f_void))
    print(f"index at void fraction {f_void:.1f}: {value:.4f} (no unit)")
for n_o in (1.60, 1.70):
    value = np.sqrt(bruggeman_root(n_o**2, 0.5))
    print(f"index for oxide index {n_o:.2f}: {value:.4f} (no unit)")
print(f"index, field across columns: {np.sqrt(eps_columns):.4f} (no unit)")
print(f"index, field along columns: {index_static:.4f} (no unit)")
print(f"index, field across plates: {np.sqrt(eps_plates):.4f} (no unit)")
print(f"index shift, stack of 2 nm layers: {size_shift:.2e} (no unit)")
print(f"shift ratio, layers doubled: {double_shift / size_shift:.3f} (no unit)")
print("no test failed")
```

Output:

```
oxide index: 1.65 (no unit)
void fraction: 0.50 (no unit)
wavelength: 633 nm
roughness thickness: 2.0 nm
oxide relative permittivity: 2.7225 (no unit)
1 + oxide permittivity: 3.7225 (no unit)
square root in the solution: 10.0487 (no unit)
positive root, effective permittivity: 1.7214 (no unit)
negative root: -0.7908 (no unit)
effective index: 1.3120 (no unit)
void term of Bruggeman sum, before f: -0.1624 (no unit)
oxide term of Bruggeman sum, before f: 0.1624 (no unit)
field in void / distant field: 1.1624 (no unit)
field in oxide / distant field: 0.8376 (no unit)
mean inner field / distant field: 1.0000 (no unit)
random network permittivity: 1.7225 (no unit)
standard error of network value: 0.0009 (no unit)
network index: 1.3124 (no unit)
solid oxide with same material: 1.00 nm
plain mean of the indices: 1.3250 (no unit)
index at void fraction 0.4: 1.3798 (no unit)
index at void fraction 0.6: 1.2451 (no unit)
index for oxide index 1.60: 1.2887 (no unit)
index for oxide index 1.70: 1.3353 (no unit)
index, field across columns: 1.2845 (no unit)
index, field along columns: 1.3643 (no unit)
index, field across plates: 1.2094 (no unit)
index shift, stack of 2 nm layers: 8.93e-06 (no unit)
shift ratio, layers doubled: 4.003 (no unit)
no test failed
```
